Uniform density scaling of noninteracting kinetic, Hartree and exchange energies

Q. People speak of squeezing a density uniformly and watching the energy pieces change by simple powers. What is being squeezed, and which powers are claimed?

A. Take a density n(r) of N electrons and a number γ > 0, and define

n_γ(r) = γ³ n(γr).

A feature of n at position s appears in n_γ at r = s/γ, so γ > 1 compresses and γ < 1 expands. I use Hartree atomic units (ħ = m = e² = 4πε₀ = 1), the nonrelativistic kinetic operator −½∇² and the bare repulsion 1/|r − r′|. Three functionals are involved. The Hartree energy is

U[n] = ½ ∬ n(r) n(r′) / |r − r′| d³r d³r′.

The noninteracting kinetic energy is the lowest kinetic energy of any Slater determinant Φ of orthonormal spin orbitals whose density is n:

Ts[n] = min over Φ→n of ⟨Φ|T̂|Φ⟩.

With Φ[n] the minimizing determinant and V̂ee = Σ_{k<l} 1/|r_k − r_l|, the exchange energy is

Ex[n] = ⟨Φ[n]|V̂ee|Φ[n]⟩ − U[n].

The claim is Ts[n_γ] = γ² Ts[n], U[n_γ] = γ U[n] and Ex[n_γ] = γ Ex[n]. All integrals are assumed finite, and for now the minimizer is assumed to exist and to be unique up to a phase.

Q. Why the factor γ³? It looks chosen to make things come out.

A. It is fixed by the electron number. Put s = γr. Each of the three coordinates is multiplied by γ, so d³r = γ⁻³ d³s, and all space maps onto all space:

∫ n_γ(r) d³r = γ³ ∫ n(s) γ⁻³ d³s = N.

Any other prefactor would change N.

Q. Then do the Hartree energy.

A. Put s = γr and s′ = γr′. The two densities give γ⁶, the two volume elements give γ⁻⁶, and |r − r′| = |s − s′|/γ gives 1/|r − r′| = γ/|s − s′|:

U[n_γ] = ½ γ⁶ γ⁻⁶ γ ∬ n(s) n(s′) / |s − s′| d³s d³s′ = γ U[n].

All distances shrink by γ while every parcel of charge is kept, and a Coulomb energy is inverse in distance.

Q. That was easy because U is written in terms of n. Ts is not. What do you substitute in?

A. In the orbitals, so the expectation values must first be written in orbitals. Let x = (r, σ), let ∫dx include the spin sum, and write Φ = (N!)^(−1/2) Σ_P (−1)^P P[φ₁(x₁)…φ_N(x_N)], the sum running over permutations P of the orbital labels. For an operator Â symmetric in the electrons, each of the N! terms of the bra gives the same contribution after the integration variables are renamed. This cancels the 1/N!:

⟨Φ|Â|Φ⟩ = Σ_P (−1)^P ⟨φ₁…φ_N|Â|P φ₁…φ_N⟩.

For a one-electron term acting on electron k, the other N − 1 electrons supply overlaps ⟨φ_l|φ_P(l)⟩, which vanish unless P(l) = l. A permutation that fixes N − 1 labels is the identity. Therefore

n(r) = Σ_i Σ_σ |φ_i(r,σ)|²,

T[Φ] = Σ_i ⟨φ_i|−½∇²|φ_i⟩ = ½ Σ_i ∫ |∇φ_i|² dx,

where the last form follows by partial integration for orbitals that vanish at infinity. Now define, leaving spin alone,

φ_iγ(r,σ) = γ^(3/2) φ_i(γr,σ).

The overlaps are γ³ γ⁻³ ⟨φ_i|φ_j⟩ = δ_ij, so these orbitals build a legitimate determinant Φ_γ. Its density is Σ γ³ |φ_i(γr,σ)|² = n_γ(r). The chain rule gives ∇φ_iγ(r) = γ^(3/2) γ (∇φ_i)(γr), whose square carries γ⁵, and the volume element carries γ⁻³:

T[Φ_γ] = γ⁵ γ⁻³ T[Φ] = γ² T[Φ].

This holds for every determinant, minimizing or not.

Q. And there is the gap. You have scaled one determinant, but Ts[n_γ] is a minimum over all determinants with density n_γ. Some other one could lie lower.

A. So far there is only a bound. Φ[n]_γ has density n_γ and is an allowed trial, so

Ts[n_γ] ≤ T[Φ[n]_γ] = γ² Ts[n].

This holds for every density and every positive factor. Apply it to the density m = n_γ with the factor 1/γ. Since m_{1/γ}(r) = γ⁻³ m(r/γ) = γ⁻³ γ³ n(r) = n(r), it reads

Ts[n] ≤ γ⁻² Ts[n_γ].

Multiplying by γ² > 0 gives γ² Ts[n] ≤ Ts[n_γ], and the two inequalities together give

Ts[n_γ] = γ² Ts[n].

The lower determinant you fear would, scaled back by 1/γ, beat Φ[n] for the density n, which is impossible. The trial Φ[n]_γ reaches the minimum value, so it is a minimizer, and with uniqueness

Φ[n_γ] = Φ[n]_γ.

Q. For exchange you need ⟨V̂ee⟩ in a determinant. Where does the minus sign come from, and why does U split off cleanly?

A. For the pair term 1/|r_k − r_l| the other N − 2 electrons force P to fix their labels. Two permutations remain, the identity with sign +1 and the swap of k and l with sign −1. Writing Σ_{k<l} = ½ Σ_{i≠j},

⟨V̂ee⟩ = ½ Σ_{i≠j} (J_ij − K_ij),

J_ij = ∬ |φ_i(x)|² |φ_j(x′)|² / |r − r′| dx dx′,

K_ij = ∬ φ_i*(x) φ_j*(x′) φ_j(x) φ_i(x′) / |r − r′| dx dx′.

Since J_ii = K_ii, the terms i = j add zero and may be included. Then ½ Σ_ij J_ij = U[n] by the orbital form of n, and

Ex[n] = −½ Σ_ij K_ij, evaluated with the orbitals of Φ[n].

The spin sums make K_ij vanish for two orbitals of opposite definite spin. For n_γ the minimizing orbitals are the φ_iγ. Four orbitals give (γ^(3/2))⁴ = γ⁶, two volume elements give γ⁻⁶ and the kernel gives γ, so K_ij becomes γ K_ij and

Ex[n_γ] = γ Ex[n].

The result Φ[n_γ] = Φ[n]_γ is needed here, since it tells us which orbitals belong in K_ij.

Q. What if the minimizer is not unique, or does not exist?

A. The map Φ → Φ_γ is undone by the factor 1/γ, so it pairs the determinants with density n one to one with those with density n_γ, and it multiplies every kinetic energy by the same positive γ². The lowest bound of the set of values is multiplied by γ² whether or not it is attained, so the law for Ts survives with an infimum. Without a minimizer Ex is undefined. With several minimizers Ex[n] may have several values; minimizers map to minimizers, so the whole set of values is multiplied by γ. Uniqueness is assured when n is the density of a nondegenerate ground state Φ₀ of noninteracting electrons in a local potential v_s. Every Φ→n has the same ∫ v_s n d³r, so the variational principle T[Φ] + ∫ v_s n ≥ T[Φ₀] + ∫ v_s n reduces to T[Φ] ≥ T[Φ₀], with equality only for Φ₀.

Q. Do the scaled orbitals then solve a Kohn–Sham equation of their own?

A. They do. Suppose −½∇²φ_i + v_s φ_i = ε_i φ_i. Two derivatives give ∇²φ_iγ(r) = γ^(3/2) γ² (∇²φ_i)(γr). Evaluate the equation at γr and multiply by γ^(3/2) γ²:

−½∇²φ_iγ + γ² v_s(γr) φ_iγ = γ² ε_i φ_iγ.

All eigenvalues are multiplied by γ² > 0, their order is kept, and the occupied orbitals remain the lowest.

Q. Show me a case I can do by hand.

A. Take one electron with n = e^(−2r)/π. An orbital of definite spin with this density is √n e^(iα) with real α(r), and |∇φ|² = |∇√n|² + n|∇α|² because the cross terms are imaginary and cancel. The minimum has constant α, so Ts = ½∫|∇√n|² = ∫|∇n|²/(8n). For n_γ = γ³ e^(−2γr)/π one has |∇√n_γ|² = γ² n_γ, hence Ts = γ²/2 Ha.

For spherical densities the kernel may be averaged over the cosine μ of the angle between r and r′:

½ ∫ from −1 to 1 of dμ (r² + r′² − 2rr′μ)^(−1/2) = (r + r′ − |r − r′|)/(2rr′) = 1/r_>,

with r_> the larger radius. With ρ = 4πr²n and F(r) = ∫₀^r ρ, the regions r′ < r and r′ > r contribute equally and U = ∫ ρF/r dr. Here ρ = 4γ³r² e^(−2γr), and F = 1 − e^(−2γr)(1 + 2γr + 2γ²r²), as differentiation confirms. With ∫₀^∞ r^k e^(−br) dr = k!/b^(k+1),

U = 4γ³ [1/(4γ²) − 1/(16γ²) − 4γ/(64γ³) − 12γ²/(256γ⁴)] = γ (1 − 1/4 − 1/4 − 3/16) = 5γ/16 Ha.

With one orbital Ex = −½K₁₁ = −½J₁₁ = −U, which inherits the factor γ.

Q. One electron has no real search to do. Can the claim about the minimizer be tested without feeding in scaled orbitals?

A. Yes, on a model with four noninteracting electrons in the Hulthén potential v = −Zδ/(e^(δr) − 1), with round parameters Z = 4 and δ = 1 bohr⁻¹. With y = e^(−r) this is v = −4y/(1 − y). For s orbitals φ = u(r)/(r√(4π)) the equation is −½u″ + vu = εu, and (y^b)″ = b² y^b. For u₁ ∝ y^(7/2) − y^(9/2),

−½u₁″ + vu₁ ∝ −(49/8) y^(7/2) + (81/8) y^(9/2) − 4 y^(9/2) = −(49/8)(y^(7/2) − y^(9/2)),

so ε₁ = −6.125 Ha. For u₂ ∝ y(1 − y)(1 − 5y/3) = y − (8/3)y² + (5/3)y³,

−½u₂″ + vu₂ ∝ −y/2 + (16/3)y² − (15/2)y³ − 4y² + (20/3)y³ = −½ (y − (8/3)y² + (5/3)y³),

so ε₂ = −0.5 Ha and the gap is 5.625 Ha. A finite-difference diagonalization finds these as the two lowest s levels and puts 2p at −0.4258 Ha, above 2s. Higher l lie higher still, because the centrifugal term l(l+1)/(2r²) grows with l. So 1s²2s² is the nondegenerate ground state and the unique minimizer for ρ = 2(u₁² + u₂²).

Its energies have closed forms. For u = Σ c_k e^(−b_k r), ∫u² = Σ c_k c_l/(b_k + b_l) and ∫u′² = Σ c_k c_l b_k b_l/(b_k + b_l). For the unnormalized u₁ these are 1/7 − 2/8 + 1/9 = 1/252 and 7/4 − 63/16 + 9/4 = 1/16. For u₂ they are

1/2 + 16/9 + 25/54 − 16/9 + 5/6 − 16/9 = 1/54,

1/2 + 64/9 + 25/6 − 32/9 + 5/2 − 32/3 = 1/18.

The normalization factors are √252 = 15.874508 and √54 = 7.348469. Since ∫|∇φ|² d³r = ∫(u′ − u/r)² dr = ∫u′² dr (the extra terms form the derivative of −u²/r, which vanishes at both ends), two spins cancel the ½ and

Ts = ∫(u₁′² + u₂′²) dr = 252/16 + 54/18 = 18.75 Ha = 510.213 eV.

Define [f,g] = ∬ f(r) g(r′)/r_> dr dr′. Then U = ½[ρ,ρ] = 2([u₁²,u₁²] + 2[u₁²,u₂²] + [u₂²,u₂²]), and two spins times −½ give Ex = −([u₁²,u₁²] + 2[u₁u₂,u₁u₂] + [u₂²,u₂²]). Every term is of the type [e^(−br), e^(−fr)]. The region r′ < r gives I/f with I = ∫ e^(−br)(1 − e^(−fr))/r dr; since dI/df = 1/(b + f) and I = 0 at f = 0, I = ln((b + f)/b). The other region swaps b and f. The sums give U = 8.985732 Ha (244.514 eV) and Ex = −3.141016 Ha (−85.471 eV).

Q. How is the search itself done?

A. Among determinants of two doubly occupied real s orbitals, the density fixes u₁² + u₂² = ρ/2 = a². So u₁ = a cosθ and u₂ = a sinθ with a free function θ(r). On squaring u₁′ = a′cosθ − aθ′sinθ and u₂′ = a′sinθ + aθ′cosθ the cross terms cancel:

T = ∫ a′² dr + ∫ a² θ′² dr.

The first part is fixed by the density and is the von Weizsäcker energy T_W; the second is minimized, and its minimum is the Pauli part. Because ∫a² = 2, the two normalizations amount to ∫(u₁² − u₂²) = ∫a² cos2θ = 0, and orthogonality is ∫a² sin2θ = 0. This class of determinants contains the minimizer at γ = 1 and, by the Kohn–Sham argument, at any γ.

With multipliers λ₁ and λ₂ for the two constraints, varying θ in ∫a²(θ′² − λ₁cos2θ − λ₂sin2θ) gives (a²θ′)′ = a²(λ₁ sin2θ − λ₂ cos2θ). For eigenfunctions, a²θ′ = u₁u₂′ − u₂u₁′, and u″ = 2(v − ε)u makes its derivative −2(ε₂ − ε₁)u₁u₂ = −(ε₂ − ε₁) a² sin2θ. So λ₁ = −(ε₂ − ε₁) and λ₂ = 0. A constant shift of θ only rotates the pair (λ₁, λ₂), so its length equals the gap and should scale as γ².

The minimization was run for γ = 1, ½ and 2 on one fixed radial grid, given only n_γ. The function θ is the starting function below plus a combination of 80 Chebyshev polynomials in the fixed, unscaled grid variable. Combinations that carry negligible weight under the density are dropped, so the retained set differs from one γ to another. It starts from the Harriman-type choice θ = πq, q(r) = ½∫₀^r a², which obeys the constraints because ∫a² e^(2iθ) dr = 2∫₀¹ e^(2πiq) dq = 0. At γ = 1 it finds 16.476050 + 2.273950 = 18.750000 Ha, the closed-form value. At γ = 2,

Ts = 65.904200 + 9.095800 = 75.000000 Ha = 4 × 18.75 Ha,

U = 17.971463 Ha, against 2 × 8.985732 = 17.971464 Ha,

Ex = −6.282031 Ha, against 2 × (−3.141016) = −6.282032 Ha,

where the last-digit differences come from doubling rounded numbers. The multiplier length is 22.500000 Ha = 4 × 5.625 Ha. At γ = ½ the values are Ts = 4.687500, U = 4.492866, Ex = −1.570508 and gap 1.406250 Ha, with ratios 0.25, 0.5, 0.5 and 0.25 to γ = 1.

The starting determinant shows why the minimizer matters. At γ = 1 it has the right density, but T = 24.578602 Ha and an exchange integral of −2.823592 Ha, smaller in magnitude than Ex by 0.317424 Ha, or 10 % of |Ex|. It scales as well: 98.314406/24.578602 = 4.0000 and 5.647184/2.823592 = 2.0000.

Q. The finite-difference 1s level at γ = 2 is −24.4980 Ha, not 4 × (−6.125) = −24.5 Ha. Is that a crack in the law?

A. No, the fixed step h breaks the scaling. The difference equations for γ²v(γr) with step h are γ² times those for v with step γh. If the error is of order h², as a three-point formula suggests, it grows as γ² · γ² = 16 at γ = 2. The printed errors, 0.0001 Ha at γ = 1 and 0.0020 Ha at γ = 2, are consistent with that within rounding; the second is about 10⁻⁴ of the level.

Q. And a real molecule, with no spherical symmetry?

A. Take HCl at the round bond length 2.4 bohr, roughly the equilibrium value, in the local density approximation (Slater exchange, Perdew–Wang correlation) with the cc-pVDZ basis of 23 functions; the total energy is −459.2958 Ha. A Gaussian centered at R becomes exp(−α|γr − R|²) = exp(−αγ²|r − R/γ|²), so the determinant is scaled by multiplying exponents by γ², dividing centers by γ, renormalizing the functions and keeping the orbital coefficients. From freshly computed integrals:

γ = 1: T = 459.5582, U = 210.7074, Ex = −27.8721 Ha (12505, 5734 and −758 eV)

γ = ½, centers 4.80 bohr apart: T = 114.8896, U = 105.3537, Ex = −13.9360 Ha

γ = 2, centers 1.20 bohr apart: T = 1838.2328, U = 421.4149, Ex = −55.7441 Ha

Thus 1838.2328/459.5582 = 4.0000, 421.4149/210.7074 = 2.0000 and 55.7441/27.8721 = 2.0000. Three cautions apply. The energies are cc-pVDZ values and are not converged in the basis: in cc-pVTZ, cc-pVQZ and uncontracted cc-pVTZ the total energy falls by 0.025 to 0.033 Ha, T by 0.5 to 1.1 Ha, U by 0.1 to 0.3 Ha and |Ex| by 0.05 to 0.06 Ha, while the ratios 4, 2 and 2 follow from the substitutions and hold in any basis scaled this way. In a finite basis the determinant only approximates the minimizer for its density, so T is an upper bound to Ts and this case tests the substitutions, not the minimization. And n_γ is not the ground-state density of HCl at another bond length; its orbitals solve the matrix equations of the potential γ²v_s(γr) in the scaled basis, so n_γ would be the ground-state density of that potential for a complete basis and only approximates it here.

Q. If the argument is this general, why does it not cover correlation too?

A. Define F[n] as the minimum of ⟨T̂ + V̂ee⟩ over all antisymmetric Ψ→n, and Ec = F − Ts − U − Ex. Scaling all coordinates, Ψ_γ = γ^(3N/2) Ψ(γr₁, …, γr_N), is again one to one, and the same substitutions give T → γ²T and Vee → γVee. Hence

F[n_γ] = min over Ψ→n of ⟨γ²T̂ + γV̂ee⟩ = γ² min over Ψ→n of ⟨T̂ + γ⁻¹V̂ee⟩.

The quantity minimized is no longer a multiple of the original one. It belongs to electrons with interaction strength 1/γ, and nothing forces its minimizer to be the old one. Compression weakens the interaction relative to the kinetic energy and expansion strengthens it, as the ratios U/Ts and Ex/Ts, both proportional to 1/γ, also show.

The HCl densities illustrate this at the level of the approximation. The LDA correlation energy is −1.3810, −1.0869 and −1.7020 Ha at γ = 1, ½ and 2, with ratios 0.7871 and 1.2325. A pure power γ^p would make the product of these ratios 1, and it is 0.7871 × 1.2325 = 0.970. In the larger bases named above the three energies shrink in magnitude by up to 0.002 Ha, the ratios move by 0.0001, and the product stays 0.970. This is a statement about the Perdew–Wang functional on these densities, not a measurement of the exact Ec.

Q. Is the exchange law of any use beyond itself?

A. It fixes the form of a local approximation. Suppose Ex ≈ ∫ e(n(r)) d³r. Then the scaled value is ∫ e(γ³n(γr)) d³r = γ⁻³ ∫ e(γ³n(s)) d³s. For this to equal γ∫e(n) for all densities, including one that is nearly constant over a region and zero outside (with e(0) = 0), we need e(γ³n) = γ⁴ e(n). Setting n = 1 and t = γ³ gives e(t) = e(1) t^(4/3). Scaling leaves the constant e(1) open and does not make the approximation accurate. For HCl, on grids whose radial rule is not scaled, LDA exchange is −25.7046, −12.8523 and −51.4092 Ha, with ratios 0.5000 and 2.0000, while its magnitude falls short of the orbital value 27.8721 Ha by 2.1675 Ha, or 7.8 % of that value (2.14 to 2.15 Ha, or 7.7 %, in the larger bases named above). Both scale as γ, so this relative error is the same at every γ.

Q. Where do the three laws themselves fail?

A. They rest on operators that contain no length. For a screened interaction e^(−κd)/d, with d = |r − r′|, the substitution gives γ e^(−(κ/γ)|s − s′|)/|s − s′|, so U_κ[n_γ] = γ U_{κ/γ}[n], and likewise for exchange, which is not a pure power. The relativistic one-particle energy (p²c² + c⁴)^(1/2) − c² is not homogeneous under p → γp, and goes as γ² only to leading order in p/c. If only the x axis is scaled, the kernel becomes ((Δx/γ)² + Δy² + Δz²)^(−1/2), from which no power of γ factors out, and only the x part of the kinetic energy gains γ², so the minimizer need not be carried along. The choice of origin does not matter: scaling about another point differs by a rigid shift, which changes none of the three functionals. The external energy is a separate matter, ∫ n_γ v d³r = ∫ n(s) v(s/γ) d³s, which equals γ∫nv for a single Coulomb center at the origin but not for a molecule with its nuclei held in place.

The numerical check printed below asserts the laws for Ts and U symbolically for the one-electron density (Ex = −U is only printed there, not tested), all three laws for the constrained search, and for HCl the factors γ², γ and γ for T, U and the exchange integral of the scaled determinant.

Calculated quantities

```
(a) one electron: N = 1 ; Ts = g**2/2 Ha; U = 5*g/16 Ha; Ex = -U
(b) Z = 4, delta = 1 /bohr; norms of u1, u2: 15.874508, 7.348469
exact eps1s = -6.125000, eps2s = -0.500000, gap = 5.625000 Ha
closed form g=1: Ts = 18.750000, U = 8.985732, Ex = -3.141016 Ha
closed form g=1: Ts = 510.213, U = 244.514, Ex = -85.471 eV
FD g=1.0: eps1s = -6.1249, eps2s = -0.5000, eps2p = -0.4258 Ha
FD g=0.5: eps1s = -1.5312, eps2s = -0.1250, eps2p = -0.1064 Ha
FD g=2.0: eps1s = -24.4980, eps2s = -1.9999, eps2p = -1.7031 Ha
search g=1.0: N = 4.000000, TW = 16.476050, Pauli = 2.273950 Ha
  Ts = 18.750000, U = 8.985732, Ex = -3.141016, gap = 5.625000 Ha
  ratios to g=1: Ts 1.000000, U 1.000000, Ex 1.000000
  Harriman start: T = 24.578602, exchange = -2.823592 Ha
search g=0.5: N = 4.000000, TW = 4.119013, Pauli = 0.568487 Ha
  Ts = 4.687500, U = 4.492866, Ex = -1.570508, gap = 1.406250 Ha
  ratios to g=1: Ts 0.250000, U 0.500000, Ex 0.500000
  Harriman start: T = 6.144650, exchange = -1.411796 Ha
search g=2.0: N = 4.000000, TW = 65.904200, Pauli = 9.095800 Ha
  Ts = 75.000000, U = 17.971463, Ex = -6.282031, gap = 22.500000 Ha
  ratios to g=1: Ts 4.000000, U 2.000000, Ex 2.000000
  Harriman start: T = 98.314406, exchange = -5.647184 Ha
(c) HCl LDA/cc-pVDZ, R = 2.4 bohr, 23 functions, E = -459.295828 Ha
HCl g=1.0: R/g = 2.40 bohr, N(grid) = 18.0000
  Ts = 459.558211, U = 210.707439, Ex = -27.872057 Ha
  ExLDA = -25.7046, EcLDA = -1.3810 Ha
  ratios: Ts 1.000000, U 1.000000, Ex 1.000000, ExLDA 1.0000, EcLDA 1.0000
HCl g=0.5: R/g = 4.80 bohr, N(grid) = 18.0000
  Ts = 114.889553, U = 105.353720, Ex = -13.936028 Ha
  ExLDA = -12.8523, EcLDA = -1.0869 Ha
  ratios: Ts 0.250000, U 0.500000, Ex 0.500000, ExLDA 0.5000, EcLDA 0.7871
HCl g=2.0: R/g = 1.20 bohr, N(grid) = 18.0000
  Ts = 1838.232842, U = 421.414878, Ex = -55.744113 Ha
  ExLDA = -51.4092, EcLDA = -1.7020 Ha
  ratios: Ts 4.000000, U 2.000000, Ex 2.000000, ExLDA 2.0000, EcLDA 1.2325
HCl g=1: Ts = 12505.22, U = 5733.64, Ex = -758.44 eV
```
